\section*{Surface Polarization and Confinement in the Quasiparticle Gap of a Dielectric Nanocrystal}

\section{Result}

A spherical nanocrystal has radius $R$ and dielectric constant $\varepsilon_i$, and lies in a medium of dielectric constant $\varepsilon_o$. In Hartree atomic units its quasiparticle gap exceeds the bulk gap by
\begin{equation}
\Delta E_g=K+P,\qquad K=\frac{\pi^2}{2\mu R^2},\qquad P=\frac{C}{R}.
\label{eq:result}
\end{equation}
Here $K$ is the kinetic confinement energy and $P$ the surface polarization energy. The reduced mass is defined by $1/\mu=1/m_e+1/m_h$, and $C$ depends on the two dielectric constants alone. The gap is that of charged excitations, ionization energy minus electron affinity.

The result is first order in the surface polarization. It assumes static electronic screening with $\varepsilon_i$ independent of $R$, a radius much larger than the lattice spacing, parabolic nondegenerate band edges, and an infinite wall at $r=R$.

\section{Back-of-envelope argument}

Put a unit charge at the centre. Outside the sphere the displacement is $1/r^2$, as in the infinite bulk crystal, but the field energy density is $1/(8\pi\varepsilon_o r^4)$ instead of $1/(8\pi\varepsilon_i r^4)$. The energy therefore changes by
\begin{equation}
\int_R^\infty\frac{4\pi r^2}{8\pi r^4}
\left(\frac1{\varepsilon_o}-\frac1{\varepsilon_i}\right)dr
=\frac1{2R}\left(\frac1{\varepsilon_o}-\frac1{\varepsilon_i}\right).
\end{equation}
The gap requires one added electron and, separately, one added hole. Each pays this energy, so $P\approx(1/\varepsilon_o-1/\varepsilon_i)/R$. Confinement gives each carrier a wave number $\pi/R$ and an energy $\pi^2/(2mR^2)$.

The two powers reflect two scalings. A Coulomb energy at fixed dielectric constants contains one inverse length, and a kinetic energy contains two. What remains is to justify the factor $1/2$ for each carrier within $GW$, and to find the correction for a charge spread over the sphere.

\section{Controlled derivation}

\subsection{From the self-energy to a self-potential}

Write the screened interaction inside the crystal as $W=W_{\rm bulk}+\delta W$, where $\delta W(\mathbf r,\mathbf r')$ is the potential at $\mathbf r$ of the surface polarization charge induced by a unit charge at $\mathbf r'$. The bulk part supplies the bulk gap and effective masses. In the static limit of $GW$ (COHSEX), $\delta W$ adds
\begin{equation}
\delta\Sigma(\mathbf r,\mathbf r')=
\tfrac12\delta(\mathbf r-\mathbf r')\,\delta W(\mathbf r,\mathbf r)
-\rho(\mathbf r,\mathbf r')\,\delta W(\mathbf r,\mathbf r'),
\label{eq:cohsex}
\end{equation}
where $\rho(\mathbf r,\mathbf r')=\sum_v\psi_v(\mathbf r)\psi_v^*(\mathbf r')$ projects on the occupied states of one spin. The first term is the Coulomb hole, the second screened exchange.

To evaluate the exchange term, use the identity
\begin{equation}
\delta W(\mathbf r,\mathbf r')=\tfrac12\left[\delta W(\mathbf r,\mathbf r)
+\delta W(\mathbf r',\mathbf r')\right]-\tfrac12D(\mathbf r,\mathbf r'),
\end{equation}
which defines $D$. Since $D$ vanishes at $\mathbf r=\mathbf r'$ and is symmetric in its arguments, it starts at second order in $\mathbf r-\mathbf r'$. It is small over the short range of $\rho$ in an insulator.

In each bracketed term one coordinate appears only in $\rho$ and a wave function, so the projector acts freely. It gives $\rho\psi_c=0$ at the conduction edge and $\rho\psi_v=\psi_v$ at the valence edge. With $\langle\delta W\rangle_n=\int|\psi_n|^2\delta W(\mathbf r,\mathbf r)\,d^3r$, and with $D$ neglected,
\begin{align}
\delta E_c&=\tfrac12\langle\delta W\rangle_c-0,\\
\delta E_v&=\tfrac12\langle\delta W\rangle_v-\langle\delta W\rangle_v
=-\tfrac12\langle\delta W\rangle_v .
\end{align}
The edges move in opposite directions, and the gap changes by
\begin{equation}
P=\delta E_c-\delta E_v
=\tfrac12\langle\delta W\rangle_c+\tfrac12\langle\delta W\rangle_v .
\label{eq:P}
\end{equation}

The size of the neglected part can be estimated. The dipole term of $\delta W$, found below, is $c_1\mathbf r\cdot\mathbf r'/R^3$. Its exchange energy at the conduction edge is $-c_1\ell^2/R^3$, with $\ell^2=\sum_v|\langle v|\mathbf r|c\rangle|^2$. Near the surface, at depth $d$, the second derivatives of $\delta W$ grow as $1/d^3$, while the radial probability density falls as $d^2/R^3$. Their product integrates to a logarithm, so the remainder is of order $(\ell^2/R^3)\ln(R/a)$, with $a$ the lattice spacing.

The numerical check evaluates Eq.~(\ref{eq:cohsex}) with the explicit projector of a two-band lattice sphere. The full gap shift is $0.994$ of Eq.~(\ref{eq:P}) at $R=4.7$ spacings and $0.995$ at $6.7$. The discrepancy is thus about half a percent for this wide-gap lattice, whose bulk $\ell^2$ is $a^2/3$. It grows with $\ell^2$: at similar radii it is about 2\% when the bulk gap of the lattice is cut to a third, and 3 to 4\% when it is cut to about an eighth. At such small sizes it varies irregularly with the radius, and $\ell^2$ has not yet reached its bulk value, so these numbers establish neither a steady decrease nor the asymptotic power. This tests the projector argument, not the static approximation.

\subsection{Potential of the surface charge}

Expand the potential of a unit charge at $r'<R$ in Legendre polynomials $P_l(\cos\gamma)$, with $\gamma$ the angle between $\mathbf r$ and $\mathbf r'$. The radial parts are
\begin{equation}
\phi_l=\frac{r'^l}{\varepsilon_i r^{l+1}}+A_lr^l\quad(r'<r<R),
\qquad \phi_l=\frac{B_l}{r^{l+1}}\quad(r>R).
\end{equation}
The term $A_lr^l$ is regular at the origin and is the contribution of the surface charge. Continuity of the potential at $R$ gives
\begin{equation}
B_l=\frac{r'^l}{\varepsilon_i}+A_lR^{2l+1}.
\end{equation}
Continuity of $\varepsilon\,\partial\phi_l/\partial r$, multiplied by $R^{l+2}$, gives
\begin{equation}
-(l+1)r'^l+\varepsilon_i l A_lR^{2l+1}=-\varepsilon_o(l+1)B_l .
\end{equation}
Insert $B_l$ and collect the terms in $A_l$:
\begin{equation}
A_lR^{2l+1}\left[\varepsilon_i l+\varepsilon_o(l+1)\right]
=(l+1)r'^l\left(1-\frac{\varepsilon_o}{\varepsilon_i}\right).
\end{equation}
Therefore
\begin{align}
\delta W(\mathbf r,\mathbf r')&=\sum_{l=0}^\infty c_l
\frac{(rr')^l}{R^{2l+1}}P_l(\cos\gamma),\label{eq:dW}\\
c_l&=\frac{(\varepsilon_i-\varepsilon_o)(l+1)}
{\varepsilon_i[\varepsilon_o(l+1)+\varepsilon_i l]} .
\end{align}
A discretized radial Poisson equation reproduces the coefficients tested, $l=0,1,2,5$, to a relative accuracy of $10^{-5}$.

The monopole coefficient is $c_0=1/\varepsilon_o-1/\varepsilon_i$, the charging result found above. All $c_l$ share the sign of $\varepsilon_i-\varepsilon_o$.

\subsection{Average over the carrier}

Since $\delta W(\mathbf r,\mathbf r)$ varies little over a unit cell, apart from a surface layer about one cell thick, the density in Eq.~(\ref{eq:P}) can be replaced by its envelope. For the state below this layer holds a weight of about $(2\pi^2/3)(a/R)^3$, some 5\% at $R=5a$, so the step requires a radius of several cells. The lowest hard-wall state has radial function $u(r)=\sqrt{2/R}\,\sin(\pi r/R)$, with $\int_0^Ru^2dr=1$. Setting $\mathbf r=\mathbf r'$ in Eq.~(\ref{eq:dW}), where $P_l(1)=1$, and substituting $r=xR$,
\begin{equation}
\langle\delta W\rangle=\sum_l\frac{c_l}{R^{2l+1}}\int_0^Ru^2r^{2l}dr
=\frac1R\sum_l c_lM_l,
\end{equation}
\begin{equation}
M_l=2\int_0^1\sin^2(\pi x)\,x^{2l}dx .
\end{equation}
The envelope does not depend on the mass, so electron and hole have the same average. The two halves in Eq.~(\ref{eq:P}) add to
\begin{equation}
P=\frac CR,\qquad C=\sum_{l=0}^\infty c_lM_l .
\label{eq:C}
\end{equation}

Normalization gives $M_0=1$. For the next moment, use $2\sin^2\pi x=1-\cos2\pi x$ and integrate by parts twice:
\begin{equation}
M_1=\frac13-\int_0^1x^2\cos(2\pi x)\,dx=\frac13-\frac1{2\pi^2}.
\end{equation}
For large $l$ the integral comes from $s=1-x\ll1$, where $x^{2l}\approx e^{-2ls}$ and $\sin^2\pi x\approx\pi^2s^2$. Hence
\begin{equation}
M_l\approx2\pi^2\int_0^\infty s^2e^{-2ls}ds=\frac{\pi^2}{2l^3},
\end{equation}
and the sum converges, because $c_l$ tends to the constant $c_\infty=(\varepsilon_i-\varepsilon_o)/[\varepsilon_i(\varepsilon_i+\varepsilon_o)]$.

The node at the wall is essential here. At depth $d=R-r$, the large-$l$ terms sum to
\begin{equation}
\delta W(\mathbf r,\mathbf r)\approx\frac{c_\infty}{R}\sum_l\left(\frac rR\right)^{2l}
=\frac{c_\infty}{R}\,\frac1{1-r^2/R^2}\approx\frac{c_\infty}{2d},
\end{equation}
the classical image potential. A density proportional to $d^2$ makes its average finite. With a finite barrier the density at the interface is nonzero, the average diverges, and a microscopic description of the interface is needed.

\subsection{Kinetic term}

The same $u$ satisfies $-u''/(2m)=[\pi^2/(2mR^2)]u$. The electron raises the conduction edge by this amount with $m=m_e$, and the hole lowers the valence edge with $m=m_h$. The sum is $K$ in Eq.~(\ref{eq:result}).

\section{Comparison of the two terms}

For $\varepsilon_i>\varepsilon_o$ the ratio is
\begin{equation}
\frac PK=\frac R{R^*},\qquad R^*=\frac{\pi^2}{2\mu C}.
\end{equation}
Confinement dominates below $R^*$ and polarization above it. Since $dK/d\ln R=-2K$ and $dP/d\ln R=-P$, the local exponent of the total shift is
\begin{equation}
-\frac{d\ln(K+P)}{d\ln R}=\frac{2K+P}{K+P}.
\end{equation}
It falls from 2 to 1 as $R$ grows and equals $3/2$ at $R^*$. A single power fitted near $R^*$ would therefore give an intermediate exponent that belongs to neither mechanism.

Take the model values $\varepsilon_i=10$, $\varepsilon_o=1$, $m_e=0.2$ and $m_h=0.3$, so $\mu=0.12$. The monopole contributes $c_0=0.900$ to $C$, and the dipole $c_1M_1=0.150\times0.2827=0.042$. All terms with $l\ge1$ together give $0.072$, so $C=0.972$: the central-charge estimate $c_0$ misses about 7\% of $C$. With $\pi^2/(2\mu)=41.1$,
\begin{equation}
R^*=\frac{41.1}{0.972}\approx42\ \text{bohr}\approx2.2\ \text{nm}.
\end{equation}
There each term is $0.023$ hartree, or $0.62$ eV, and the total shift is $1.25$ eV. At $R=50$ bohr, for example, $K=41.1/50^2=0.0164$ and $P=0.972/50=0.0194$ hartree. Other radii give:
\begin{center}
\begin{tabular}{ccccc}
$R$ (bohr) & $K$ (hartree) & $P$ (hartree) & $P/K$ & exponent\\
25 & 0.0658 & 0.0389 & 0.59 & 1.63\\
50 & 0.0164 & 0.0194 & 1.18 & 1.46\\
100 & 0.0041 & 0.0097 & 2.36 & 1.30\\
200 & 0.0010 & 0.0049 & 4.73 & 1.17
\end{tabular}
\end{center}
These values assume parabolic bands, which overestimate $K$ once it is comparable to the bulk gap $E_g$. With the two-band relation $E(1+E/E_g)=\pi^2/(2mR^2)$ for each carrier and $E_g=1.5$ eV, $K$ falls by 30\% at 25 bohr, 15\% at 42 bohr and 4\% at 100 bohr, and $R^*$ moves to 33 bohr.

The surroundings control $P$ without changing $K$ in this model. Raising $\varepsilon_o$ to 2 reduces $C$ to $0.46$ and moves $R^*$ to 90 bohr. At $\varepsilon_o=\varepsilon_i$ the polarization term vanishes. At $\varepsilon_o=20$, $C=-0.07$: the polarization term narrows the gap, and there is no radius at which $K=P$.

The optical gap behaves differently, because electron and hole are present together. For spherical envelopes, angular averaging removes every $l\ge1$ term from their mutual interaction through $\delta W$, leaving $-c_0/R$. This cancels the monopole part of $P$ and leaves $(C-c_0)/R=0.072/R$ in the example. The bulk-screened attraction is a further, separate contribution.

\section{Where the simple powers fail}

The self-potential $\frac12\delta W(\mathbf r,\mathbf r)$ also deforms the envelope. In the variable $x=r/R$ it is proportional to $1/R$, while kinetic level spacings are proportional to $1/(mR^2)$. Second-order perturbation theory therefore gives an energy of order
\begin{equation}
-\frac{(1/R)^2}{1/(mR^2)}=-m,
\end{equation}
times a small factor from the nonuniform part of the potential. This is independent of $R$, so its size relative to $P$ grows as $mR$. Radial diagonalization agrees: the frozen envelope overestimates $P$ by $0.1\%$ at 25 bohr and $0.7\%$ at 200 bohr.

Perturbation theory must then fail at very large $R$. For $\varepsilon_i>\varepsilon_o$ the surface repels the carrier, which settles near the centre. There the self-potential is $c_0/(2R)+c_1r^2/(2R^3)$ to second order in $r$. Equating the quadratic term to $\frac12m\omega^2r^2$ gives $\omega^2=c_1/(mR^3)$, and the ground-state energy of one carrier is
\begin{equation}
E\approx\frac{c_0}{2R}+\frac32\sqrt{\frac{c_1}{mR^3}} .
\end{equation}
The leading $1/R$ law survives, with $C$ replaced by $c_0$, but the correction is now of order $R^{-3/2}$ and the wall energy $\pi^2/(2mR^2)$ no longer appears. The next term is again of order $1/R^2$ but comes from the self-potential: its quartic part $c_2r^4/(2R^5)$, with $\langle r^4\rangle=15/(4m^2\omega^2)$ in the oscillator ground state, gives $15c_2/(8mc_1R^2)$. At $R=10^6$ bohr, a formal test of this limit, diagonalization for the electron gives $ER=0.4513$, in agreement with the two-term harmonic formula; the quartic term adds only about $7\times10^{-6}$ to $ER$ at this radius.

Size-dependent screening also mixes the powers. Suppose first that $\varepsilon_i=\varepsilon_b(1-b/R)$ uniformly in the sphere, where $\varepsilon_b$ is the bulk value and $b$ a fixed length. The surface term alone is then, to first order in $b/R$,
\begin{equation}
P=\frac{C(\varepsilon_b)}R
-\frac{b\,\varepsilon_b}{R^2}\left.\frac{\partial C}{\partial\varepsilon_i}\right|_{\varepsilon_b}.
\end{equation}
For the model values above $\varepsilon_b\,\partial C/\partial\varepsilon_i\approx0.047$. This is not the whole change of the gap. The direct interaction $1/(\varepsilon_i|\mathbf r-\mathbf r'|)$ now exceeds the bulk one by $b/(\varepsilon_bR|\mathbf r-\mathbf r'|)$, and its self-energy opens the gap by an amount of order $b/(\varepsilon_b aR)$. That term is positive, scales as $1/R$, and outweighs the $1/R^2$ term for $R\gg a$.

If instead the interior keeps $\varepsilon_b$ and the reduced screening is confined to a surface shell of thickness $t\ll R$ and dielectric constant $\varepsilon_s$, the field-energy argument for a central charge adds $(1/\varepsilon_s-1/\varepsilon_b)\,t/R^2$ to the gap. For $\varepsilon_s=\varepsilon_o$ the dielectric radius is $R-t$, and to first order in $t/R$ the multipole sum gives $P=C/R+(t/R^2)\sum_l(2l+1)c_lM_l$, with the sum about $1.3$ for the model values. This correction is positive and has the same power as $K$, so a measured or computed $1/R^2$ coefficient contains it as well as the kinetic confinement; for $t=2$ bohr it is about 6\% of $41.1$. It weighs more for heavier carriers, whose $K$ is smaller.

\section*{Numbers as computed}
\begin{verbatim}
eps_in = 10.0, eps_out = 1.0 (dimensionless)
m_e = 0.20, m_h = 0.30, mu = 0.120 (electron masses)
c_0 = 0.9000, c_1 = 0.1500 (dimensionless)
M_0..M_4 = 1.0000, 0.2827, 0.1141, 0.0562, 0.0314
C, multipole sum = 0.97157 hartree bohr
C, closed-form potential = 0.97157 hartree bohr
part of C from l >= 1 = 0.07157 hartree bohr
K R^2 = 41.123 hartree bohr^2
largest relative error of Poisson test = 7.9e-06
R (bohr) | K (hartree) | P (hartree) | P/K | local exponent of K+P
    25 | 0.065797 | 0.038863 | 0.591 | 1.629
    50 | 0.016449 | 0.019431 | 1.181 | 1.458
   100 | 0.004112 | 0.009716 | 2.363 | 1.297
   200 | 0.001028 | 0.004858 | 4.725 | 1.175
R (bohr) | P with relaxed envelope (hartree) | frozen excess (%)
    25 | 0.038823 | 0.104
    50 | 0.019392 | 0.204
   100 | 0.009678 | 0.394
   200 | 0.004822 | 0.738
exponent of relaxed P, 25 to 200 bohr = 1.0030
crossover R* = 42.33 bohr = 2.24 nm
crossover with relaxed envelope = 42.40 bohr
K = P at R* = 0.02295 hartree = 0.625 eV
K + P at R* = 1.249 eV
polarization attraction times R = 0.90000 hartree bohr
electron energy times R at R = 1e6 bohr = 0.45131 hartree bohr
harmonic prediction for it = 0.45130 hartree bohr
lattice COHSEX: R (spacings) | exact/image gap shift | scaled remainder
4.7 | 0.99399 | 0.372
6.7 | 0.99485 | 0.481
eps_out | C (hartree bohr) | R* (bohr)
   1 | 0.97157 | 42.3
   2 | 0.45547 | 90.3
   5 | 0.12512 | 328.7
  20 | -0.07128 | none
\end{verbatim}
